# Why a Crack Deflects at a Weak, Elastically Matched Interface

## A threshold that is a pure number

A crack in one layer of a chip has reached the interface with the next layer at a right angle. It can go straight on, or turn and open the interface. Let both layers be isotropic and linear elastic with the same constants, in plane strain, and let the crack be loaded in pure opening. Close to its tip the load enters through one quantity, the stress intensity $K$, with the dimension stress times the square root of length.

Let the crack turn by a short length $a$. The new tip has an opening intensity $k_1$ and a shear intensity $k_2$, of the same dimension as $K$. If $a$ is much shorter than the crack, and the stress $T$ parallel to the crack is negligible, no second length or stress can combine with $a$. Linearity then leaves only

$$k_1=f_1K,\qquad k_2=f_2K,$$

with pure numbers $f_1,f_2$. Elastic constants do not enter them, because a plane body with given tractions has stresses independent of its moduli. With $E'=E/(1-\nu^2)$, the energy released per unit area is

$$G_p=\frac{K^2}{E'}\ \text{(straight on)},\qquad G_d=\frac{k_1^2+k_2^2}{E'}\ \text{(deflected)}.$$

Penetration needs $G_p=\Gamma_p$, the toughness of the next layer. Deflection needs $G_d=\Gamma_i$, the toughness of the interface under the kink's own mixture of opening and shear. Both energies grow as the load squared. If the load rises slowly from below both thresholds, the interface therefore opens first when

$$\frac{\Gamma_i}{\Gamma_p}<\frac{G_d}{G_p}=f_1^2+f_2^2 .$$

It remains to find this number, which is close to one quarter.

## Where the quarter comes from

Put the tip at the origin and the crack on the negative $x$ axis; the interface is the line $x=0$. Plane stresses are second derivatives of a biharmonic function, $A=\mathrm{Re}(\bar z\varphi+\chi)$, with $z=x+iy$ and $\varphi,\chi$ analytic. Writing $\psi=\chi'$ and differentiating gives

$$\sigma_{xx}+\sigma_{yy}=4\,\mathrm{Re}\,\varphi',\qquad \sigma_{yy}-\sigma_{xx}+2i\sigma_{xy}=2(\bar z\varphi''+\psi').$$

The force transmitted across an arc is the change of $\nabla A$ along it, turned by 90°. On a traction-free face $\nabla A$ is thus constant. Since $2\,\partial A/\partial\bar z=\varphi+z\overline{\varphi'}+\bar\psi$, and the constant can be absorbed in $\psi$, a free face requires

$$\varphi+z\overline{\varphi'}+\bar\psi=0. \tag{1}$$

For the opening crack take $\varphi=K\sqrt z/\sqrt{2\pi}$. On its faces $z$ is real and $\varphi$ imaginary, so $z\overline{\varphi'}=\overline{\varphi/2}=-\varphi/2$. Equation (1) then gives $\bar\psi=-\varphi/2$, that is, $\psi=\varphi/2$.

On a plane at angle $\theta$, rotating the axes multiplies the stress difference by $e^{2i\theta}$. Half the sum of the two stress relations gives

$$\sigma_{\theta\theta}+i\sigma_{r\theta}=2\,\mathrm{Re}\,\varphi'+e^{2i\theta}(\bar z\varphi''+\psi').$$

With $z=re^{i\theta}$ and $s=K/\sqrt{2\pi r}$, the terms are $2\,\mathrm{Re}\,\varphi'=s\cos(\theta/2)$, $\bar z\varphi''=-\tfrac14se^{-5i\theta/2}$ and $\psi'=\tfrac14se^{-i\theta/2}$. The last two combine to

$$\tfrac14s\left(e^{3i\theta/2}-e^{-i\theta/2}\right)=\tfrac i2\,s\sin\theta\,e^{i\theta/2}.$$

Separating real and imaginary parts, and using $\sin\theta=2\sin(\theta/2)\cos(\theta/2)$, we get

$$\sigma_{\theta\theta}=s\cos^3\frac\theta2,\qquad \sigma_{r\theta}=s\sin\frac\theta2\cos^2\frac\theta2 .$$

The first estimate assigns these coefficients directly to the kink, ignoring the way the kink redistributes stress:

$$\frac{G_d}{G_p}\approx\cos^6\frac\theta2+\sin^2\frac\theta2\cos^4\frac\theta2=\cos^4\frac\theta2 .$$

At 90° this is $1/4$. Physically, the interface plane feels an opening stress only 0.354 times that on the plane straight ahead, plus an equal shear stress. Each contributes one eighth to the energy ratio.

The neglected redistribution is small for a slight turn. At 5° and 10° the full solution below was tested against $\cos^4(\theta/2)$, and they differed by less than $\theta^4$, with $\theta$ in radians. A right angle is not a slight turn, so there the estimate needs the full calculation.

## The full right-angle kink

Map the upper half of a $\zeta$ plane onto the body by

$$z=\omega(\zeta)=-(\zeta-\tfrac32)^{3/2}(\zeta+\tfrac12)^{1/2}.$$

The powers are positive for large positive $\zeta$ and are continued through the upper half-plane. For real $\zeta>3/2$, $z$ runs along the lower crack face; for $\zeta<-1/2$, along the upper face. Between these points $z$ is positive imaginary and covers both sides of the kink. The exponents $3/2$ and $1/2$ reproduce the material angles of 270° and 90° where the kink leaves the crack. For a general angle they become $1\pm\theta/\pi$.

Logarithmic differentiation gives

$$\frac{\omega'}{\omega}=\frac{3/2}{\zeta-3/2}+\frac{1/2}{\zeta+1/2},\qquad
R\equiv\frac{\omega}{\omega'}=\frac{(\zeta-3/2)(\zeta+1/2)}{2\zeta}.$$

The kink tip is where $\omega'=0$, at $\zeta=0$.

Let $U=d\varphi/d\zeta$. On the real axis $R$ is real, so $\omega/\overline{\omega'}=(\omega/\bar\omega)R$. The factor $\omega/\bar\omega$ is $+1$ on the crack and $-1$ on the kink. Equation (1) becomes

$$\varphi+R\bar U+\bar\psi=0\ \text{(crack)},\qquad \varphi-R\bar U+\bar\psi=0\ \text{(kink)}.$$

Here $\bar U(t)=\overline{U(\bar t)}$ and $\bar\psi$ are analytic in the lower half-plane. Draw an arc $C$ there from $-1/2$ to $3/2$. Through the kink interval, continue $\varphi$ down to $C$ as $R\bar U-\bar\psi$. This has no pole at $\zeta=0$, because $\varphi$ is finite at the tip. Now define $F=\varphi$ above $C$ and $F=-(R\bar U+\bar\psi)$ below it. The crack condition makes $F$ continuous across the rest of the real axis, while across $C$ it jumps by

$$(R\bar U-\bar\psi)+(R\bar U+\bar\psi)=2R\bar U .$$

A Cauchy integral over $C$ supplies this jump. What remains is analytic everywhere and grows linearly, so it is $U_\infty\zeta$ plus a constant. Differentiation gives

$$U(\zeta)=U_\infty+\frac1{\pi i}\int_C\frac{R(t)\bar U(t)}{(t-\zeta)^2}\,dt,\qquad U_\infty=-\frac{iK}{\sqrt{2\pi}}. \tag{2}$$

The value of $U_\infty$ follows from $z\simeq-\zeta^2$ far away: there $\sqrt z\simeq-i\zeta$ in $\varphi=K\sqrt z/\sqrt{2\pi}$.

To read off the tip intensities, put $\zeta=i\eta$ just ahead of the tip. Then $z-ia=-\tfrac12\omega''(0)\eta^2$ must equal $i\rho$, with $\rho$ the distance ahead. Hence $\omega''(0)=-i|\omega''(0)|$, $\eta=\sqrt{2\rho/|\omega''(0)|}$, and

$$\varphi'(z)=\frac{U(0)}{\omega''(0)\,i\eta}=\frac{U(0)}{\sqrt{2|\omega''(0)|\rho}} .$$

Turning the axes leaves $\varphi'$ unchanged, because $\bar z\varphi$ in $A$ keeps its value when $\varphi$ turns with $z$. In axes along the kink, opening contributes $k_1/(2\sqrt{2\pi\rho})$ to $\varphi'$. Shear contributes $-ik_2/(2\sqrt{2\pi\rho})$: with this choice equation (1) gives $\psi=-\tfrac32\varphi$, and the traction ahead is $-2\varphi'=ik_2/\sqrt{2\pi\rho}$, a pure shear. Thus

$$k_1-ik_2=\frac{2\sqrt\pi\,U(0)}{\sqrt{|\omega''(0)|}},\qquad |\omega''(0)|=2\sqrt3 .$$

The last value follows from $\omega'=\omega/R$, which gives $|\omega''(0)|=2a/(3/4)$ with $a=|\omega(0)|=3\sqrt3/4$.

Equation (2) is solved by taking $C$ as a semicircle and evaluating $U$ at the mirror images of its points, which closes the system. The result is

$$k_1=0.372K,\qquad k_2=0.348K,\qquad \frac{G_d}{G_p}=0.259 .$$

The shear-to-opening angle, $\arctan(k_2/k_1)$, is 43°. Compared with the first estimate, the opening is 5 % larger and the shear 2 % smaller.

A finite-element calculation with separated crack faces gave 0.260. It used 16 elements per kink length and took $G$ from the energy difference between two kink lengths, with the distant boundary displacements held fixed.

## One branch or two

The crack may also open the interface in both directions. For a symmetric T the map is $\omega=-\zeta\sqrt{\zeta^2-1}$. Both branches lie on the imaginary $z$ axis, so $\omega/\bar\omega=-1$ on the whole interval $(-1,1)$. Equation (2) therefore keeps its form, with $C$ running from $-1$ to $1$ and

$$R=\frac{\zeta(\zeta^2-1)}{2\zeta^2-1}.$$

The tips sit at $\zeta=\pm1/\sqrt2$. At each tip $G_d/G_p=0.261$, with a mode angle of 39°; finite elements gave 0.262. The single and double thresholds differ by less than 1 %, far less than the uncertainty of a practical toughness value. When $T$ is negligible, the rule does not need to know which form appears.

## The stress that presses the kink shut

The stress $T$ acts parallel to the crack, and so at right angles to the interface. It does not load a straight extension, but it opens or closes a deflected one. The uniform field is $\varphi=Tz/4$, $\psi=-Tz/2$. It leaves $\tfrac T2(z-\bar z)$ in equation (1), which vanishes on the crack and equals $-T\bar z$ on the kink. Cancelling this adds $T\bar\omega$ to the jump $2R\bar U$, so $R\bar U$ in equation (2) is replaced by $R\bar U+\tfrac T2\bar\omega$. Here $U$ belongs to the field added to the uniform one; the uniform field itself adds nothing at the tip, where $\omega'=0$. For one branch the solution is

$$k_1=0.372K+1.76\,T\sqrt a,\qquad k_2=0.348K-0.200\,T\sqrt a .$$

With $\tau=T\sqrt a/K$, squaring and adding gives

$$\frac{G_d}{G_p}=0.259+1.17\,\tau+3.15\,\tau^2 . \tag{3}$$

This holds while $k_1>0$, so that the faces stay apart, and while $a$ is short compared with the crack. At $\tau=-0.1$ the full coefficients give 0.174 and finite elements 0.175.

For a layer of thickness $h$ inside a matched stack much thicker than $h$, cracked right through by an in-plane tension $\sigma$ that is the same in all layers, both $K$ and $T$ follow from a known field. Put the origin at mid-crack and set $c=h/2$, $Z=\sigma z/\sqrt{z^2-c^2}$. The choice $\varphi'=\tfrac12(Z-\sigma)$, $\psi'=-z\varphi''$ makes the stress difference and shear vanish on $y=0$, where $\sigma_{xx}=\sigma_{yy}=\mathrm{Re}\,Z-\sigma$. On the crack $Z$ is imaginary, leaving $\sigma_{yy}=-\sigma$. Adding the uniform tension $\sigma_{yy}=\sigma$ frees the faces. At a distance $r$ ahead of the tip,

$$\sigma_{yy}\simeq\sigma\sqrt{\frac{c}{2r}}=\frac K{\sqrt{2\pi r}},\qquad \sigma_{xx}-\sigma_{yy}=-\sigma .$$

Therefore

$$K=\sigma\sqrt{\frac{\pi h}{2}},\qquad T=-\sigma,\qquad \tau=-\sqrt{\frac{2a}{\pi h}} .$$

The tension cancels from $\tau$: loading this crack harder does not remove the closing effect.

## An organosilicate-glass layer

Take rough typical values for organosilicate glass: $E=10$ GPa, $\nu=0.25$ and $\Gamma_p=5$ J/m². Then $E'=10/(1-0.0625)=10.67$ GPa. The cracked layer is 2000 nm thick, on the thick side for this material. The ideal interface threshold is $0.259\times5=1.30$ J/m².

Penetration requires $\sigma^2\pi h/(2E')=\Gamma_p$, so

$$\sigma=\sqrt{\frac{2E'\Gamma_p}{\pi h}}=130\ \text{MPa}.$$

Now compare three interfaces, holding the next layer and the geometry fixed.

- **0.5 J/m².** The toughness ratio is 0.10. Ideal deflection needs $G_p=0.5/0.259=1.93$ J/m², reached at 81 MPa. The interface opens first.
- **1.1 J/m².** The ratio is 0.22. Ideal deflection needs 4.24 J/m², or 120 MPa, only slightly below the stress for penetration.
- **2.0 J/m².** The ratio is 0.40. Deflection would need 7.71 J/m², or 162 MPa. The next layer breaks first.

The closing stress puts the second verdict in doubt if the kink must reach a finite length to count as a deflection. For a 10 nm increment, $\tau=-\sqrt{20/(2000\pi)}=-0.056$, and equation (3) gives a ratio of 0.203. A vanishingly short kink still has the ratio 0.259, so the 1.1 J/m² interface, at 0.22, can begin to open. But at 130 MPa, the penetration load of the unkinked tip, the kink is only about 5 nm long, and it needs about 135 MPa to reach 10 nm. Whether the next layer breaks first is not settled by $K^2/E'$ alone, because the kink shields the tip. A straight branch beside a 5 nm kink releases only about half of $K^2/E'$ at a length of 0.5 nm, and comes close to the full value only once it is about as long as the kink. The weakest interface does carry the kink that far, at $G_p=0.5/0.203=2.46$ J/m², or $130\sqrt{2.46/5}=91$ MPa.

For a 50 nm increment equation (3) gives a ratio of 0.162; the terms beyond $K$ and $T$, neglected there, raise it by 5 to 8 %, depending on whether and to which side the other tip kinks. The energy available to the kink thus drops as it grows at fixed load, up to a length of about 100 nm; beyond that it rises again while the faces approach contact. The weakest interface then needs $0.5/0.162=3.1$ J/m², still below the 5 J/m² for penetration. With the same fixed tension in the next layer, the straight crack gains energy with length, by 0.5 % at 10 nm and 2.5 % at 50 nm when one tip grows, and by twice that when both do. Starting to deflect is therefore no proof of a long delamination; that needs a calculation for the growing debond.

If only the cracked layer is under tension, as with film stress confined to it, the straight crack instead loses energy as it enters the next layer: about 17 % at 10 nm and 34 % at 50 nm when one tip grows (16 % and 32 % when both do). Finite increments then favour deflection more than the comparison above suggests.

## Real stacks and what to do

The choice of increment is the weakest point of the example. A rupture zone of length about $E'\Gamma/\sigma_c^2$, with an assumed bond-rupture stress $\sigma_c=1$ GPa, is 5 nm at 0.5 J/m² but 53 nm at 5 J/m². The latter is not short beside a 10 or 50 nm increment, so the sharp-crack threshold is an estimate here. Elastic mismatch matters less if it is modest: with the next layer 20 % stiffer, finite elements gave 0.272 instead of 0.260, at equal increments. Copper is far stiffer than organosilicate glass, so a crack reaching a copper line lies outside this matched model.

For a matched dielectric stack, these results lead to the following practice.

1. Measure the interface toughness at the mode angle of the kink, and both toughnesses in the humidity and at the temperature of use. That angle is near 40° when $T$ is negligible, but in the example the closing stress raises $\arctan(k_2/k_1)$ to about 53° at 10 nm and to between 65° and 70° at 50 nm for one branch, and to about 48° and 62° for two. A value from pure opening answers a different question.
2. To protect the next layer by deflection, do not design to 0.26. In the example geometry a ratio below about 0.15 covers increments up to 50 nm, with one branch or two. For another thickness, recompute $\tau$, but use equation (3) only while the increment is at most a few per cent of the thickness. At a given increment, a thinner layer makes the closing effect stronger.
3. To prevent delamination, a ratio above 0.26 favours penetration when $T$ is zero or compressive. If only the cracked layer is under tension, rely on this only when the two paths need equal increments of at most about 2 % of its thickness. The straight crack loses energy as it grows, so longer increments, or a straight increment longer than the kink, can deflect at a higher ratio: in the example, a 15 nm kink against a 40 nm straight increment gives a threshold near 0.29. A tensile $T$ raises the threshold, so the margin must then be larger. The price is a crack in the next layer.
4. Check how the crack arrives. If it comes out of a tougher layer with $G_p$ already above both thresholds, both paths are open and the ratio alone does not choose between them. A debond already present ahead of the tip also needs its own calculation.

The numerical output gives the coefficients and the example in more digits.

## Computed values

```
IDEAL RATIO G_d/G_p AT 90 deg
first-order estimate cos^4(45 deg): 0.2500
first-order k1/K and k2/K: 0.3536, 0.3536
single: k1/K = 0.3719, k2/K = 0.3481
single: G_d/G_p = 0.2594, finite elements 0.2597
single: mode angle = 43.1 deg, finite elements 43.3 deg (size)
single: k1, k2 per T sqrt(a) = 1.7625, -0.2004
single: size of k per T sqrt(a) = 1.7739, finite elements 1.7551
single: G_d/G_p at T sqrt(a)/K = -0.1: 0.1738, finite elements 0.1750
double: k1/K = 0.3977, k2/K = 0.3211
double: G_d/G_p = 0.2613, finite elements 0.2618
double: mode angle = 38.9 deg, finite elements 38.9 deg (size)
double: k1, k2 per T sqrt(a) = 1.8434, -0.2119
double: size of k per T sqrt(a) = 1.8556, finite elements 1.8389
double: G_d/G_p at T sqrt(a)/K = -0.1: 0.1627, finite elements 0.1637
straight crack, finite-element G E'/K^2: 0.9954
EXAMPLE (rough typical organosilicate glass)
E = 10.0 GPa, nu = 0.25, E' = 10.67 GPa
layer thickness = 2000 nm
next-layer toughness = 5.0 J/m2
threshold interface toughness, single = 1.297 J/m2
threshold interface toughness, double = 1.306 J/m2
tension for penetration = 130.3 MPa
K at penetration = 0.231 MPa m^0.5
interface 0.5 J/m2: toughness ratio 0.10, ideal: deflects; with T, a = 10 nm: deflects
  ideal deflection needs G_p = 1.93 J/m2, tension 80.9 MPa
interface 1.1 J/m2: toughness ratio 0.22, ideal: deflects; with T, a = 10 nm: penetrates
  ideal deflection needs G_p = 4.24 J/m2, tension 120.0 MPa
interface 2.0 J/m2: toughness ratio 0.40, ideal: penetrates; with T, a = 10 nm: penetrates
  ideal deflection needs G_p = 7.71 J/m2, tension 161.8 MPa
NEGLECTED EFFECTS
a = 10 nm: T sqrt(a)/K = -0.0564, single k1/K = 0.2724, double k1/K = 0.2937
  G_d/G_p with T: single 0.2034, double 0.1972
  growth of straight-crack G from added length: 0.5 %
a = 50 nm: T sqrt(a)/K = -0.1262, single k1/K = 0.1495, double k1/K = 0.1651
  G_d/G_p with T: single 0.1618, double 0.1483
  growth of straight-crack G from added length: 2.5 %
next layer 20 % stiffer, finite elements: G_d/G_p = 0.2721
assumed bond-rupture stress = 1.0 GPa
rupture zone E' x toughness / stress^2 at 0.5 J/m2: 5.3 nm
rupture zone E' x toughness / stress^2 at 5.0 J/m2: 53.3 nm
```
